\section*{Acid diffusivity from the permeation time lag of a polymer membrane}

\section{Problem}

A flat polymer membrane of thickness $L=100$~nm is held at the temperature of a post-exposure bake and contains no acid. At $t=0$ its upstream face is brought to a constant acid concentration $C_0$, whose value is not known. Every acid molecule that reaches the downstream face is removed at once. The amount of acid that has passed through unit area, $Q(t)$, is recorded. At late times the record is a straight line, which, extended backwards, meets the time axis at $t_{\rm lag}=5$~s.

\begin{enumerate}
\item[(a)] Relate the lag to the diffusivity $D$ and find $D$.
\item[(b)] Where does the late-time line for the acid \emph{entering} the membrane meet the time axis?
\item[(c)] How long must the record be, and what does the flux at $t=t_{\rm lag}$ tell us?
\item[(d)] How far do exit resistance, trapping and acid loss move the result, and how thick must the acid source be?
\end{enumerate}

Take $D$ constant, and let acid and counterion move together as a neutral pair, so that no electric drift enters. The face is wide compared with $L$, so the problem has one coordinate $x$, running from the upstream face $x=0$ to the downstream face $x=L$. Concentrations are those just inside the polymer.

\section{Hints}

\begin{enumerate}
\item The full solution $C(x,t)$ is not needed for (a). Multiply the diffusion equation by $x$ and integrate over the membrane. The weight $x$ vanishes at the upstream face, where the flux is unknown.
\item For (b), the acid that has entered but not left is still inside.
\item For (c), subtract the steady profile and expand the rest in sines.
\item For (d), repeat the integration of the first hint with the changed equation or boundary condition. For acid loss, a Laplace transform is quicker.
\end{enumerate}

\section{Solution}

\subsection{(a) The lag and the diffusivity}

With the flux $J=-D\,\partial_xC$ counted positive downstream, the problem is
\begin{equation}
\partial_t C=D\,\partial_x^2C,\quad C(0,t)=C_0,\quad C(L,t)=0,\quad C(x,0)=0,
\end{equation}
and $Q(t)=\int_0^tJ(L,t')\,dt'$. Multiply by $x$, integrate over the membrane, and integrate the right side by parts:
\begin{align}
\frac{d}{dt}\int_0^L xC\,dx
&=D\int_0^L x\,\partial_x^2C\,dx
=D\big[x\,\partial_xC\big]_0^L-D\int_0^L\partial_xC\,dx\nonumber\\
&=-L\,J(L,t)-D\,[C(L,t)-C(0,t)]\nonumber\\
&=D C_0-L\,J(L,t).
\end{align}
Integrate from $0$ to $t$. The membrane starts empty, so the left side gives the present moment alone, and after division by $L$
\begin{equation}
Q(t)=\frac{DC_0}{L}\,t-\frac1L\int_0^L xC(x,t)\,dx .
\label{eq:moment}
\end{equation}
This holds at every time. The first term is the amount that would have passed had the steady flux flowed from the start; the second is the shortfall due to filling the membrane.

At late times $\partial_tC\to0$, so $C$ becomes linear in $x$ and the boundary values fix it as $C_0(1-x/L)$. Then
\begin{equation}
\int_0^L xC\,dx\to C_0\left(\frac{L^2}{2}-\frac{L^3}{3L}\right)=\frac{C_0L^2}{6},
\end{equation}
\begin{equation}
Q(t)\to\frac{DC_0}{L}\left(t-\frac{L^2}{6D}\right).
\end{equation}
The bracket vanishes at the lag, so
\begin{equation}
t_{\rm lag}=\frac{L^2}{6D},\qquad
D=\frac{L^2}{6\,t_{\rm lag}}=\frac{(100~\text{nm})^2}{6\times5~\text{s}}=333~\text{nm}^2/\text{s},
\label{eq:lag}
\end{equation}
or $3.33\times10^{-12}$~cm$^2$/s. The unknown $C_0$ multiplies the whole line and leaves its intercept alone. The same is true of an unknown but constant gain of the acid detector. The thickness enters squared: if the membrane were 101~nm thick, the same lag would give $340$~nm$^2$/s, which is 2\,\% more.

\subsection{(b) The entering acid}

The amount that has entered equals the amount that has left plus the amount inside. The latter tends to $\int_0^LC_0(1-x/L)\,dx=C_0L/2$, so
\begin{equation}
Q_{\rm in}(t)\to\frac{DC_0}{L}t-\frac{C_0L}{6}+\frac{C_0L}{2}
=\frac{DC_0}{L}\left(t+\frac{L^2}{3D}\right).
\label{eq:in}
\end{equation}
The intercept is $-L^2/(3D)=-2t_{\rm lag}=-10$~s. The membrane draws acid quickly at first, when the gradient at its upstream face is steep, so this line is early where the other is late. A finite-volume simulation of the membrane with 100 cells and $D=333.3$~nm$^2$/s gives the two intercepts as $5.000$~s and $-10.000$~s.

\subsection{(c) The approach to the straight line}

Write $C=C_0(1-x/L)+v$. Then $v$ obeys the same diffusion equation, vanishes at both faces, and starts from $v(x,0)=-C_0(1-x/L)$. The functions $\sin(n\pi x/L)$, $n=1,2,\dots$, vanish at both faces and decay as
\begin{equation}
E_n(t)=\exp\!\left(-\frac{n^2\pi^2Dt}{L^2}\right).
\end{equation}
The coefficients follow from one integration by parts, in which the remaining cosine integral vanishes:
\begin{equation}
-\frac{2C_0}{L}\int_0^L\left(1-\frac xL\right)\sin\frac{n\pi x}{L}\,dx
=-\frac{2C_0}{L}\,\frac{L}{n\pi}=-\frac{2C_0}{n\pi}.
\end{equation}
Hence
\begin{equation}
C=C_0\left(1-\frac xL\right)-\frac{2C_0}{\pi}\sum_{n\ge1}\frac1n\sin\frac{n\pi x}{L}\,E_n(t).
\end{equation}
Differentiating at $x=L$, where $\cos n\pi=(-1)^n$, gives the exit flux relative to its steady value $J_\infty=DC_0/L$:
\begin{equation}
\frac{J(L,t)}{J_\infty}=1+2\sum_{n\ge1}(-1)^nE_n(t).
\label{eq:flux}
\end{equation}
For $Q$, insert the series into Eq.~(\ref{eq:moment}). With $\int_0^Lx\sin(n\pi x/L)\,dx=-(-1)^nL^2/(n\pi)$,
\begin{equation}
\frac{Q(t)}{C_0L}=\frac{Dt}{L^2}-\frac16-\frac{2}{\pi^2}\sum_{n\ge1}\frac{(-1)^n}{n^2}E_n(t).
\end{equation}
The slowest term decays with the time constant $L^2/(\pi^2D)=6t_{\rm lag}/\pi^2\approx3.0$~s.

Suppose the line is drawn as the tangent at a finite time $t$. It meets the axis at $\tau(t)=t-Q/J$, with $J$ taken at $x=L$. Because $\dot Q=J$,
\begin{equation}
\frac{d\tau}{dt}=1-\frac{J^2-Q\dot J}{J^2}=\frac{Q\dot J}{J^2}\ge0 .
\end{equation}
The sign follows because a membrane that starts empty between constant boundary values can only fill up: $C$ nowhere decreases, and since $C(L,t)=0$, the gradient driving the exit flux cannot decrease either. The intercept therefore rises towards $t_{\rm lag}$ from below, and a record that stops early gives too large a $D$.

At $t=10$~s, for example, $Q/C_0=17.42$~nm and $J/C_0=0.9255\times3.333=3.085$~nm/s. The tangent meets the axis at $10-17.42/3.085=4.35$~s, which would be read as $D=383$~nm$^2$/s.

\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $J/J_\infty$ & intercept (s) & apparent $D$ (nm$^2$/s)\\
5 & 0.617 & 3.10 & 538\\
10 & 0.925 & 4.35 & 383\\
15 & 0.986 & 4.81 & 347\\
20 & 0.997 & 4.95 & 337
\end{tabular}
\end{center}

Four lags are needed to bring the error of $D$ down to 1\,\%. At $t=15$~s the flux is within 1.5\,\% of its final value, yet $D$ is still 4\,\% too high.

The first row also supplies a limited test of the model. At $t=t_{\rm lag}$ we have $Dt/L^2=1/6$ whatever the values of $D$, $L$ and $C_0$, and Eq.~(\ref{eq:flux}) gives
\begin{equation}
\frac{J(L,t_{\rm lag})}{J_\infty}=1-2e^{-\pi^2/6}+2e^{-4\pi^2/6}-\dots=0.617 .
\end{equation}
If the line is drawn late enough, a measured fraction that differs from this by more than its error shows that an assumption has failed; a tangent drawn at 10~s would give 0.57 even for the ideal membrane. Agreement proves little. With the strengths used below, exit resistance, acid loss and softening of the polymer each change the fraction by 2\,\% or less, and the heating of Variation~1 lowers it by less than 3\,\%, to 0.600, although it doubles the lag. Fast traps do not change it at all. The lag is also not the time of first arrival: by 5~s an amount $Q/C_0=3.9$~nm has already come through.

\subsection{(d) Departures from the ideal membrane}

In each case below $D$ is held at $333.3$~nm$^2$/s, and the change of the lag is relative to 5~s. The strengths of the effects are round trial values.

\paragraph{Exit resistance.} Let removal be finite, $J(L,t)=hC(L,t)$, and define $b=D/h$ and $\beta=b/L$. The term $-DC(L,t)=-bJ(L,t)$ now survives in the integration by parts, which gives
\begin{equation}
\frac{d}{dt}\int_0^LxC\,dx=DC_0-(L+b)J(L,t).
\end{equation}
The late line thus meets the axis at $\int_0^LxC\,dx/(DC_0)$, taken with the steady profile $C_0[1-x/(L+b)]$:
\begin{equation}
t_{\rm lag}=\frac1D\left[\frac{L^2}{2}-\frac{L^3}{3(L+b)}\right]
=\frac{L^2}{6D}\left(3-\frac{2}{1+\beta}\right)=\frac{L^2}{6D}\,\frac{1+3\beta}{1+\beta}.
\end{equation}
For $\beta=0.05$ the lag is $5.48$~s, longer by 9.5\,\%. For small $\beta$ the relative change is about $2\beta$.

\paragraph{Reversible traps.} Let immobile sites hold a concentration $S$, exchanging linearly with the free acid and reaching $S=KC$ at equilibrium. Then $\partial_t(C+S)=D\,\partial_x^2C$, and $C+S$ replaces $C$ in the moment. In the steady state this is $(1+K)C$, so $t_{\rm lag}=(1+K)L^2/(6D)$, whatever the exchange rate. For $K=0.2$ the lag is $6.0$~s. The late line is reached only when the record is also long compared with the exchange time: with $\partial_tS=r(KC-S)$ and $r=0.05$~s$^{-1}$, a tangent drawn at 24~s, four lags, still meets the axis at $5.1$~s. Equation~(\ref{eq:lag}) then returns $D/(1+K)$, the diffusivity of the acid slowed by its traps. If the exchange is fast, $S=KC$ at all times and $C$ obeys the ideal equation with this reduced diffusivity. The fraction $0.617$ is then unchanged, and the shape of the record cannot reveal the traps.

\paragraph{Acid loss.} Add $-kC$ to the diffusion equation. With $q^2=(s+k)/D$, the Laplace transform of $C$ is $(C_0/s)\sinh[q(L-x)]/\sinh(qL)$, and that of $Q$ is
\begin{equation}
\hat Q(s)=\frac{C_0F(s)}{s^2},\qquad F(s)=\frac{Dq}{\sinh qL}.
\end{equation}
The other poles lie at negative $s$ and decay, so the late line comes from $F(s)\approx F(0)+sF'(0)$ and is $C_0[F(0)t+F'(0)]$. Using $dq/ds=1/(2Dq)$ and setting $\varphi=L\sqrt{k/D}$,
\begin{equation}
t_{\rm lag}=-\frac{F'(0)}{F(0)}=\frac{1}{2Dq}\left(L\coth qL-\frac1q\right)_{s=0}
=\frac{L^2}{2D}\,\frac{\varphi\coth\varphi-1}{\varphi^2}.
\end{equation}
Since $\varphi\coth\varphi=1+\varphi^2/3-\varphi^4/45+\dots$, weak loss multiplies the lag by $1-\varphi^2/15$. For $k=0.01$~s$^{-1}$, $\varphi^2=0.3$ and the lag is $4.90$~s, shorter by 1.9\,\%.

\paragraph{Finite source.} By 20~s, Eq.~(\ref{eq:in}) gives $Q_{\rm in}/C_0=66.7+33.3=100$~nm. A source film 100~nm thick with the same acid concentration as the upstream face would have had to give up all its acid, so it cannot hold $C_0$ constant. Depletion of 1\,\% by 20~s requires a source about $10~\mu$m thick, provided that it stays well mixed. Even this depletion matters, because the falling flux bends the line: the tangent at 20~s then gives $D=340$ instead of $337$~nm$^2$/s, and a longer record makes it worse, $348$~nm$^2$/s at 40~s. A source of $100~\mu$m gives 337 and $335$~nm$^2$/s. A solid film in which acid is as soluble as in the membrane and diffuses no faster does not stay mixed: the concentration at its face falls at once to half its initial value or less, however thick the film is.

\subsection{Comparison with a real resist}

A film of 100~nm baked near $110\,^\circ$C for about a minute is a rough but typical setting for a chemically amplified resist. The inferred diffusivity is far from typical of a resist meant for fine patterns: over 60~s the diffusion length $\sqrt{2Dt}$ is 200~nm, whereas such patterns tolerate a blur of roughly ten nanometres. A working resist also departs from the membrane in its geometry, since its acid is generated inside the film and the wafer below is not a perfect sink. It usually contains a base that neutralises acid until the base is used up; this is neither a linear trap nor a first-order loss, and the estimates above do not cover it. Temperature matters as well. With an activation energy of 1~eV, a rough value, a bake 1~K hotter raises $D$ by 8\,\%. Two further assumptions, a hot membrane at $t=0$ and a constant $D$, can move the result by more than this.

\section{Variation 1: heating and acid supply start together}

\emph{The membrane is at $25\,^\circ$C when the acid is admitted, and approaches $110\,^\circ$C exponentially with a time constant of 1~s. The measured lag is again 5~s. What is $D$ at the bake temperature?}

The film is thin enough to have a uniform temperature, so $D$ depends on time alone. Let $D_\infty$ be its final value and define a new clock $\sigma(t)=\int_0^tD(t')\,dt'/D_\infty$. Since $d\sigma=(D/D_\infty)\,dt$,
\begin{equation}
\partial_\sigma C=D_\infty\,\partial_x^2C,\qquad
dQ=-D\,\partial_xC\,dt=-D_\infty\,\partial_xC\,d\sigma .
\end{equation}
In terms of $\sigma$ this is the original problem, with its lag $L^2/(6D_\infty)$. At late times $\sigma=t-\delta$, and therefore
\begin{equation}
t_{\rm lag}=\frac{L^2}{6D_\infty}+\delta,\qquad
\delta=\int_0^\infty\left[1-\frac{D(t)}{D_\infty}\right]dt .
\end{equation}
With $D\propto\exp(-E_a/k_BT)$ and $E_a=1$~eV, quadrature gives $\delta=2.51$~s. The delay exceeds the thermal time constant because $D$ rises steeply with temperature: after 1.45~s the film is still 20~K below its final temperature, and $D$ is only about a fifth of $D_\infty$. Half of the reading is heating, and
\begin{equation}
D_\infty=\frac{(100~\text{nm})^2}{6\,(5-2.51)~\text{s}}\approx670~\text{nm}^2/\text{s},
\end{equation}
twice the value found in (a). The acid should be admitted after the membrane is hot, or $\delta$ must be known and subtracted.

\section{Variation 2: acid softens the polymer}

\emph{Let $D=D_0(1+aC/C_0)$ with $a=1$, so that the diffusivity doubles from the acid-free to the acid-rich face. What does the time-lag formula return?}

Write $u=C/C_0$ and $\Phi(u)=D_0C_0(u+au^2/2)$, so that $J=-\partial_x\Phi$. The integration of part (a) now gives
\begin{equation}
\frac{d}{dt}\int_0^LxC\,dx=\Phi(1)-L\,J(L,t),\qquad
t_{\rm lag}=\frac{C_0}{\Phi(1)}\int_0^Lx\,u\,dx ,
\end{equation}
with $u$ the steady profile. In the steady state $\Phi$ is linear in $x$, so $x(u)=L[1-\Phi(u)/\Phi(1)]$. Integrate by parts; $x^2u$ vanishes at both faces, and $u$ falls from 1 to 0 across the membrane:
\begin{equation}
\int_0^Lx\,u\,dx=-\frac12\int_0^Lx^2\,\frac{du}{dx}\,dx=\frac12\int_0^1x(u)^2\,du .
\end{equation}
For $a=1$, $\Phi(1)=\tfrac32D_0C_0$ and $x/L=1-(2u+u^2)/3$, whose square integrates to
\begin{equation}
\int_0^1\left[1-\frac{4u+2u^2}{3}+\frac{4u^2+4u^3+u^4}{9}\right]du
=1-\frac89+\frac{38}{135}=\frac{53}{135}.
\end{equation}
Hence $t_{\rm lag}=53L^2/(405D_0)$. With $D_0=333.3$~nm$^2$/s the lag is $3.93$~s, and the constant-$D$ formula would return $425$~nm$^2$/s. This lies between $D_0$ and the concentration average $\tfrac32D_0=500$~nm$^2$/s and equals neither.

Conversely, a measured lag of 5~s would mean $D_0=333.3\times3.93/5\approx262$~nm$^2$/s. One lag cannot separate $D_0$ from $a$. Repeating the measurement at several values of $C_0$ can reveal the dependence: for constant $D$ the lag does not change with $C_0$, whereas if $D$ depends on the concentration $C$ itself, $a$ is proportional to $C_0$, and a smaller $C_0$ keeps $D$ closer to $D_0$ and lengthens the lag. The computed values for all cases are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Membrane thickness L = 100 nm
Measured time lag = 5.0 s
Inferred diffusivity D = 333.3 nm^2/s = 3.33e-12 cm^2/s
Simulated downstream intercept = 5.000 s
Simulated upstream intercept = -10.000 s
Steady flux divided by C0 = 3.333 nm/s
Diffusion length sqrt(2Dt) for t = 60 s: 200 nm
Tangent drawn at finite time t:
 t = 5 s: Q/C0 = 3.904 nm, J/Jsteady = 0.6167,
   intercept = 3.101 s, apparent D = 537.5 nm^2/s
 t = 10 s: Q/C0 = 17.422 nm, J/Jsteady = 0.9255,
   intercept = 4.353 s, apparent D = 382.9 nm^2/s
 t = 15 s: Q/C0 = 33.479 nm, J/Jsteady = 0.9856,
   intercept = 4.810 s, apparent D = 346.5 nm^2/s
 t = 20 s: Q/C0 = 50.028 nm, J/Jsteady = 0.9972,
   intercept = 4.950 s, apparent D = 336.7 nm^2/s
Neglected effects: lag if D (or D0) = 333.3 nm^2/s
 exit resistance, beta = 0.05: lag = 5.476 s (+9.5 %)
 reversible traps, K = 0.2: lag = 6.000 s (+20.0 %)
 plasticising, a = 1: lag = 3.926 s (-21.5 %)
 acid loss, k = 0.01 1/s: lag = 4.903 s (-1.9 %)
 Plasticising: D read from that lag = 424.5 nm^2/s
 Plasticising: concentration-mean D = 500.0 nm^2/s
Activation energy = 1.0 eV
Warm-up from 25 to 110 C, time constant 1.0 s
 Added delay = 2.514 s
 Bake-temperature D if the 5 s includes it = 670.5 nm^2/s
D at a bake 1 K hotter = 360.7 nm^2/s (+8.2 %)
D if L is 1 nm larger = 340.0 nm^2/s (+2.0 %)
Source thickness consumed by 20 s = 100.0 nm
Source thickness for 1 % depletion by 20 s = 10.0 um
\end{verbatim}
